# Stagnant-film segregation with electromigration: how a field separates an impurity with k = 1, part 2

A flat front freezes at speed $f$ into a melt holding dilute solute, which an electric field makes drift. The question is how this changes the solute the solid receives, and then the composition of a bar.

In the frame of the front, the solid is at $x<0$ and the melt at $x>0$. The drift velocity $w$, relative to the melt, is positive toward the front, and $v=f+w$. Solid and melt are given equal densities, and solute neither diffuses nor drifts in the solid. Lengths are in cm and times in s unless stated.

An unstirred film of thickness $\delta$ lies at the front, and the solute has diffusivity $D$ in the melt. The concentration $C$ is $C_i$ in the melt at the front, $C_s=k_0C_i$ in the solid and $C_L$ in the stirred melt. The interface coefficient is $k_0$; the effective one is $k=C_s/C_L$. The steady flux balance is

$$D\frac{dC}{dx}+(f+w)C=fC_s .$$

With $\Delta=f\delta/D$ and $P=w\delta/D$, it gives

$$\boxed{\frac1k=\Delta\,h(s)+\frac{e^{-s}}{k_0}},\qquad h(s)=\frac{1-e^{-s}}{s},\qquad s=\Delta+P .$$

Equivalently, with a field term and an interface term,

$$\frac1k=1-P\,h(s)+\left(\frac1{k_0}-1\right)e^{-s}.$$

For $k_0=1$ this becomes

$$\boxed{\frac1k=1-P\,h(\Delta+P)}\qquad(k_0=1).$$

For slow growth, $f\to0$ with $w$ and $\delta$ fixed,

$$k\to k_0e^{P}.$$

A smooth stirring flow, with speed $ax^2$ toward the front and $a>0$, can replace the sharp film edge. Then

$$I=\int_0^\infty\exp\left[-\frac{vx+ax^3/3}{D}\right]dx ,$$

$$\frac1k=\frac1{k_0}\left(1-\frac{vI}{D}\right)+\frac{fI}{D}.$$

The film formula reproduces this exactly if its thickness is $\delta(v)$, defined by

$$e^{-v\delta/D}=1-\frac{vI}{D}.$$

At $v=0$,

$$\delta(0)=\Gamma\!\left(\tfrac43\right)\left(\frac{3D}{a}\right)^{1/3}.$$

Both the film formula and this stirred-melt identity were checked by numerical integration; the closing table lists the largest relative errors.

Below, $j$ is the current density, $T$ the temperature, $k_B$ the Boltzmann constant, $e$ in $k_BT/e$ the elementary charge, and $\mu_0$ the magnetic constant.

## From a coefficient to a composition profile

A coefficient different from 1 must still be shown to change a solid bar. Let a molten zone of length $L$ travel along a bar of uniform concentration $C_0$. Solid melts at one end of the zone and freezes at the other, both at speed $f$.

Count the solute in the zone per unit area. Melting adds $fC_0$ per unit time, and freezing removes $fC_s$. The drift adds no further term, since it moves solute within the zone but not through the solid at either end. A second film forms at the melting end, where solute piles up or thins out. The bar is taken to deliver the flux $fC_0$ there, with no partition condition imposed.

If the films change the solute content of the zone little, that content is $LC_L$, and

$$L\frac{dC_L}{dt}=f\left(C_0-kC_L\right).$$

Use the frozen length $X=ft$ in place of time and $C_s=kC_L$ in place of $C_L$:

$$\frac{dC_s}{dX}=\frac kL\left(C_0-C_s\right).$$

The zone starts with $C_L=C_0$, so $C_s=kC_0$ at $X=0$. The difference $C_0-C_s$ then decays exponentially:

$$\frac{C_s}{C_0}=1-(1-k)e^{-kX/L}.$$

With $k_0=1$ and no field, $k=1$ and the bar stays uniform. With a field, the start of the bar is purified or enriched, according to the direction of the drift. The missing solute is not lost. Far along the bar $C_s$ returns to $C_0$ and the melt holds $C_L=C_0/k$. The deficit left behind is

$$\int_0^\infty(C_0-C_s)\,dX=\frac{1-k}{k}\,LC_0=L\left(\frac{C_0}{k}-C_0\right),$$

which is the excess carried in the zone. It is deposited where the zone finally freezes.

## A worked case: a thin tin bar

Take rough values for liquid tin near its melting point: temperature 505 K, resistivity $48\ \mu\Omega$ cm and solute diffusivity $2.0\times10^{-5}$ cm²/s. The solute is hypothetical, with $k_0=1$ and effective charge number $Z^*=-3$. This number combines the direct force of the field with the push from the moving electrons; its negative sign means that the solute drifts toward the anode. The chosen conditions are $j=1000$ A/cm², $\delta=0.05$ cm, $L=1.0$ cm, bar radius 0.15 cm and $f=2.0\times10^{-4}$ cm/s, or 0.72 cm/h.

Let $E$ be the field component from the melt into the growing solid. It is positive when that solid is on the cathode side, and then

$$E=(48\times10^{-6})(1000)=0.048\ \text{V/cm}.$$

The drift is the mobility $Z^*D/(k_BT/e)$ times the field, with $k_BT/e=0.04352$ V:

$$w=\frac{(-3)(2.0\times10^{-5})}{0.04352}\,(0.048)=-6.62\times10^{-5}\ \text{cm/s}.$$

The groups follow:

$$\Delta=\frac{(2.0\times10^{-4})(0.05)}{2.0\times10^{-5}}=0.50,\qquad P=-0.1655,\qquad s=0.3345 .$$

With $h(s)=0.8499$,

$$\frac1k=1+(0.1655)(0.8499)=1.141,\qquad k=0.877 .$$

Reversing the current at the same $f$, $\delta$ and temperature gives $k=1.137$. The two values are not quite reciprocal, since $1/0.8767=1.141$. They would be in the slow-growth limit, where they become $e^{P}=0.848$ and $e^{-P}=1.180$.

The profile law can be compared with a time-dependent calculation that resolves a film at each end of the zone, with mixed melt between them and a uniform concentration at the start. In the table, C marks growing solid on the cathode side and R the reversed current; entries are $C_s/C_0$.

| $X/L$ | C, law | C, resolved | R, law | R, resolved |
|---|---|---|---|---|
| 0.25 | 0.9010 | 0.8994 | 1.1034 | 1.1051 |
| 0.50 | 0.9205 | 0.9195 | 1.0778 | 1.0786 |
| 1.00 | 0.9487 | 0.9485 | 1.0441 | 1.0439 |
| 2.00 | 0.9786 | 0.9789 | 1.0141 | 1.0137 |
| 3.00 | 0.9911 | 0.9914 | 1.0045 | 1.0043 |

At these positions the largest difference is 1.3 percent of $|1-k|$. The law does not describe the very start, where the film is still forming. The time $\delta^2/D$ is 125 s, during which the front advances 0.025 cm. Over the first zone length the law gives a mean concentration of $0.918\,C_0$, a reduction of about 8 percent.

A stronger effect needs a stronger current. At the same $f$, $\delta$ and temperature, $k=0.5$ requires $P=-0.840$, or about 5100 A/cm². The heat released in the melt then rises from 48 to about 1240 W/cm³, because it grows as $j^2$. The surface would have to shed about 93 W/cm², and with a thermal conductivity of 0.30 W/(cm K) the axis would be about 23 K hotter than the surface. A uniform temperature and a calm film would then be hard to maintain, so this current shows the scale of the demand and is not a working condition.

## The model beside a real bar

The material values are rough and the solute is invented. The most doubtful assumption is the calm film. Its thickness is a third of the bar radius, so a concentration uniform across the bar is itself an idealization, and the current can stir the melt. The melt also needs a container: even without gravity, a free liquid column of radius $R$ is stable only up to a length $2\pi R$, here 0.94 cm, which is less than the 1.0 cm zone.

In a uniform cylinder of radius $R$ the current's own magnetic field at radius $r$ is $\mu_0jr/2$. It presses the liquid inward with a force $\mu_0j^2r/2$ per unit volume. Integrated over the radius, this makes the axis pressure exceed the surface pressure by $\mu_0j^2R^2/4=71$ Pa. If the current is uniform, pressure alone balances the force. If the current lines spread or converge, part of the force can drive flow. Converting the whole pressure difference into motion would give about 14 cm/s at a density of 7 g/cm³. This is a scale for the possible speed, not a prediction, but it is far above the growth speed. If stirring halves $\delta$, with $f$ and $w$ unchanged, $k$ moves from 0.877 to 0.929, and $1-k$ loses about 43 percent of its value.

Replacing the sharp film edge by the smooth flow treated above, at the same $\delta(0)$, matters much less. With $a$ chosen so that $\delta(0)=0.05$ cm, the thickness is 0.0484 cm at $v=f$ and 0.0489 cm at $v=f+w$, and $k$ is 0.879.

**Density.** If the solid is 3 percent denser than the melt, the melt must approach the front at $1.03f$. With concentrations counted as mass fractions, the solid also removes solute at $1.03f$ per unit density of melt. The formula keeps its form with $f$ replaced by $1.03f$, and if $k_0=1$ holds for mass fractions, $k$ changes only from 0.8767 to 0.8775. If it holds instead for solute per unit volume, $k_0$ in mass fractions is $1/1.03$ and the change is larger.

**Drift in the solid.** For an assumed diffusivity of $10^{-9}$ cm²/s, an effective charge number of $-10$ and a solid resistivity of $22\ \mu\Omega$ cm, the drift speed in the solid is $2.5\times10^{-5}$ of $f$. It reaches 1 percent of $f$ at a diffusivity of $4\times10^{-7}$ cm²/s. For solutes that diffuse faster than this, the right side of the flux balance needs its own drift term.

**Joule heat.** If heat leaves radially, a source $q$ per unit volume gives an axis-to-surface temperature difference $qR^2/(4K)$, where $K$ is the thermal conductivity. With $K=0.30$ W/(cm K) this is 0.9 K. That is small beside the melting temperature, but it can still drive buoyant flow and curve the front. In an axial gradient of 30 K/cm, for example, 0.9 K corresponds to a shift of 0.03 cm, which is comparable with the film thickness. The heat to be removed through the surface is $qR/2$, or 3.6 W/cm² from the melt and 1.7 W/cm² from the solid. A black body at 505 K radiates 0.37 W/cm². Radiation alone therefore cannot keep a long bar at this temperature, and the bar needs cooling by contact or by a moving fluid.

**Peltier heat.** The current also releases or absorbs heat at the front. For an illustrative thermopower step of 1 μV/K this is 0.51 W/cm², about six times the latent heat release of 0.084 W/cm². If the melt side alone takes it up, its temperature gradient changes by 1.7 K/cm. In steady travel the zone's motion sets $f$, and the front shifts until the heat flows balance. While it shifts, just after the current is switched on or reversed, the growth speed is not the assumed $f$. A comparison of the two current directions therefore has to wait until steady growth has returned.

## When the field effect is worth having

At $k_0=1$ the departure from $k=1$ is governed by $P\,h(\Delta+P)$. For a given drift it is helped by slow growth and by a thick film. These are also conditions under which a pass takes long and the melt must be kept calm. A larger current raises the drift in proportion to $j$ but the heat in proportion to $j^2$, and it may thin the film it relies on.

For a solute whose $k_0$ is near but not equal to 1, the field term $P\,h(s)$ must be compared with the interface term $(1/k_0-1)e^{-s}$. If the two have the same sign they oppose each other, and reversing the current makes them act together. When the interface term is the larger, this strengthens the segregation. When the field term dominates, reversal mainly exchanges enrichment for purification, or the opposite, and the net effect need not be larger. If $k_0$ is far from 1 and $s$ is not large, a drift as small as the one in the tin example only adjusts a segregation that the interface already provides: at $\Delta=0.5$ and $k_0=3$ it moves $k$ from 1.68 to 1.51. This stops being true for fast growth or a thick film, because the interface term falls as $e^{-s}$ and the field term only as $P/s$. With the same drift and film but ten times the growth speed, $k_0=3$ gives $k=1.005$ without the field and 0.972 with it, so the field then decides the sign of $k-1$.

The formula fails where its balance fails: when the solute is too concentrated for a linear equation, when the growth speed fluctuates within the film's adjustment time, when the front is not flat, or when solute moves appreciably through the solid. The sign result rests on less than the full formula. For $k_0=1$ the stirred-melt calculation gives

$$\frac{C_L}{C_s}=1-\frac{wI}{D},$$

with $I>0$. In that model too, drift away from the front purifies the solid and drift toward it enriches the solid, whatever the strength of the stirring. Stronger stirring reduces $I$, and with it the size of the effect, but does not change its sign. The numerical output below gives the main values used here.

## Table of computed values

```
Largest relative error, film formula: 3.3e-11
Largest relative error, stirred-melt identity: 1.7e-12
Inputs: T = 505 K, D = 2.0e-05 cm2/s, Z* = -3, k0 = 1
Inputs: liquid resistivity 48 microohm cm, j = 1000 A/cm2
Inputs: delta = 0.05 cm, zone L = 1.0 cm, bar radius = 0.15 cm
Growth speed f = 2.0e-04 cm/s = 0.72 cm/h
Thermal voltage kT/e = 0.04352 V
Field in melt = 0.0480 V/cm
Solute mobility = -1.379e-03 cm2/Vs
Drift w, solid on cathode side = -6.618e-05 cm/s
Delta = 0.5000, P = -0.1655, s = 0.3345
h(s) = 0.8499
k, solid on cathode side = 0.8767
k, current reversed = 1.1374
Slow-growth limits exp(P), exp(-P) = 0.8475, 1.1799
Zone pass, Cs/C0: x/L, cathode law, simulated; reversed law, simulated
  0.25  0.9010 0.8994; 1.1034 1.1051
  0.50  0.9205 0.9195; 1.0778 1.0786
  1.00  0.9487 0.9485; 1.0441 1.0439
  2.00  0.9786 0.9789; 1.0141 1.0137
  3.00  0.9911 0.9914; 1.0045 1.0043
Largest zone-law error / |1-k| = 0.0129
Zone simulation mesh shift, 25 to 50 cells = 4.4e-06
Mean Cs/C0 over first zone length, cathode = 0.9179
Final bulk-liquid CL/C0, cathode = 1.1406
For k = 0.5: P = -0.8397, j = 5075 A/cm2
Joule heat at that j = 1236 W/cm3
Neglected effects, cathode case (rough inputs):
Stirred delta at v=f, v=f+w: 0.04837, 0.04890 cm
k in stirred melt with delta(0) = 0.05 cm: 0.8787
k if current-driven stirring halves delta: 0.9292
Pinch pressure = 70.7 Pa, speed bound = 14.2 cm/s
k with solid 3 percent denser than melt: 0.8775
Solid drift/f for Ds = 1e-09 cm2/s, Z* = -10: 2.5e-05
Ds at which solid drift/f = 0.01: 4.0e-07 cm2/s
Joule heat in melt = 48.0 W/cm3, axis-surface rise = 0.90 K
Surface heat to remove: melt 3.60, solid 1.65 W/cm2
Black-body radiation at T = 0.37 W/cm2
Peltier heat (1 microvolt/K step) = 0.505 W/cm2
Latent heat release (7 g/cm3, 60 J/g) = 0.084 W/cm2
Peltier change of gradient (0.30 W/cmK) = 1.68 K/cm
```
